# Slater's half-occupation rule and the LDA-1/2 potential correction, part 2

The cost of taking an electron out of an oxide's valence states is a difference of total energies, whereas a band calculation in the local-density approximation (LDA) supplies eigenvalues. Slater's half-occupation rule connects the two. A solid is normally calculated with full occupation, so to use the rule there, the shift from \(\varepsilon(1)\) to \(\varepsilon(\frac12)\) must be written as the effect of a potential.

The algebra is in atomic units; the examples use eV and Å. The orbital \(\phi_f\) holds \(f\) electrons, with \(f=1\) for the neutral atom, and has eigenvalue \(\varepsilon(f)\). The LDA total energy is \(E\), the electron density is \(n\), and \(v(f)\) is the self-consistent Hartree plus exchange-correlation potential. With \(v_{\rm ext}\) the attraction to the nuclei, \(H_f=-\frac12\nabla^2+v_{\rm ext}+v(f)\).

Janak's theorem states

\[
\frac{dE}{df}=\varepsilon(f).
\]

For the removal energy \(I=E(0)-E(1)\) it gives, on a smooth branch,

\[
I=-\varepsilon\!\left(\tfrac12\right)-\frac{\varepsilon''(\xi)}{24},\qquad 0<\xi<1 .
\]

If only \(\delta\) electrons are removed, symmetrically about \(f=\frac12\), the leading midpoint error is \(\delta^3\varepsilon''(\frac12)/24\).

The slope of the eigenvalue is

\[
\varepsilon'(f)=\left\langle\phi_f\left|\frac{\partial v(f)}{\partial f}\right|\phi_f\right\rangle .
\]

For rigid orbitals, with \(\rho=|\phi|^2\) and exchange-correlation potential \(v_{xc}\), it becomes

\[
\varepsilon'=J+\int\frac{dv_{xc}}{dn}\,\rho^2\,d^3r ,
\]

where the self-repulsion is

\[
J=\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\]

The example is a free boron atom, 1s²2s²2p\(^f\), in a nonrelativistic, spherical, spin-restricted LDA calculation. Its 2p electron has \(I=8.32\) eV, \(\varepsilon(\frac12)=-8.192\) eV and \(\varepsilon(1)=-3.717\) eV. The removal energy is a property of this model and is not put forward as the measured ionization energy.

### A finite step

For the step from full to half occupation define

\[
W(\mathbf r)=v\!\left(\tfrac12;\mathbf r\right)-v(1;\mathbf r),\qquad H_{1/2}=H_1+W .
\]

With less electronic charge present there is less repulsion, so \(W\) is expected to be negative. In the boron calculation it is negative at every grid point. The correction is often written with a self-energy potential \(V_S=-W\), which is then subtracted; adding \(W\) and subtracting \(V_S\) are the same operation.

The 2p orbital is the lowest state of p symmetry, so the Rayleigh-Ritz principle applies within that symmetry. Use \(\phi_1\) as a trial function for \(H_{1/2}\), and then \(\phi_{1/2}\) as a trial function for \(H_1\):

\[
\varepsilon\!\left(\tfrac12\right)\le\langle\phi_1|H_1+W|\phi_1\rangle=\varepsilon(1)+\langle\phi_1|W|\phi_1\rangle,
\]

\[
\varepsilon(1)\le\langle\phi_{1/2}|H_{1/2}-W|\phi_{1/2}\rangle=\varepsilon\!\left(\tfrac12\right)-\langle\phi_{1/2}|W|\phi_{1/2}\rangle .
\]

Together they enclose the shift:

\[
\langle\phi_{1/2}|W|\phi_{1/2}\rangle\le\varepsilon\!\left(\tfrac12\right)-\varepsilon(1)\le\langle\phi_1|W|\phi_1\rangle .
\]

For boron this reads

\[
-4.577\ {\rm eV}\le-4.475\ {\rm eV}\le-4.350\ {\rm eV}.
\]

The right-hand member is the first-order estimate, made with the full-occupation orbital. It misses 0.13 eV, or 2.8% of the shift. The mean of the two bounds, \(-4.463\) eV, is closer, and there is a reason. For the family \(H_1+\lambda W\) with fixed \(W\), the derivative of the eigenvalue with respect to \(\lambda\) is the expectation value of \(W\). The shift is the integral of that derivative from \(\lambda=0\) to \(1\), and the mean of the end values is its trapezoidal approximation, which is correct through second order in \(W\).

Limit: if \(W\) were a constant, both bounds would equal that constant and the first-order estimate would have no error. The spread between the bounds is also zero whenever \(W\) leaves the orbital unchanged. Otherwise it is an energy, and it does not by itself tell how much the orbital changes, because that depends also on the distance to the higher levels.

### Adding the potential is not the same as removing charge

Suppose \(v(1)\) is held frozen and \(W\) is added. The Hamiltonian is then \(H_{1/2}\) by definition, and the eigenvalue is \(\varepsilon(\frac12)\). This is an identity and carries no new information.

In a solid the procedure is different. The correction is added as a fixed external potential, the occupation stays full, and the calculation is iterated again to self-consistency. The electrons respond to \(W\), and \(v(1)\) is replaced by some \(v_*\). Let \(\varepsilon_*\) be the resulting eigenvalue. With \(\phi_{1/2}\) as a trial function for the new Hamiltonian \(H_{1/2}+v_*-v(1)\),

\[
\varepsilon_*\le\varepsilon\!\left(\tfrac12\right)+\langle\phi_{1/2}|v_*-v(1)|\phi_{1/2}\rangle .
\]

For the boron atom \(\varepsilon_*=-7.39\) eV, compared with \(\varepsilon(\frac12)=-8.19\) eV. The inequality then shows that the induced potential \(v_*-v(1)\), averaged over the half-occupation orbital, is repulsive by at least

\[
-7.393-(-8.192)=0.80\ {\rm eV}.
\]

The self-consistent shift is \(-7.393+3.717=-3.68\) eV, which is 82% of the \(-4.48\) eV shift in the frozen potential. A natural reading is that the attractive \(W\) draws electrons inward and so raises their mutual repulsion. The inequality establishes the sign of the average, but the density change itself was not examined.

Limit: a constant \(W\) moves every eigenvalue equally and leaves the orbitals and the density unchanged. Then \(v_*=v(1)\), and the frozen and self-consistent shifts agree. The loss comes from the spatial variation of \(W\).

So even in the atom for which it was built, the self-consistent correction does not fully recover the half-occupation eigenvalue. Half-occupation motivates the potential; it does not guarantee the result of using it.

### The long tail

Far from the atom the Hartree potential is the total electronic charge divided by \(r\). For boron that charge is 5 at full occupation and 4.5 at half occupation. The LDA exchange-correlation potential depends on the local density and dies away with it. Therefore

\[
W(r)\to\frac{4.5-5}{r}=-\frac1{2r}.
\]

In the units of the example the limit of \(rW\) is \(-7.20\) eV Å. At \(r=10.1\) Å the calculation gives \(-7.13\) eV Å, within 1% of the limit.

This tail is correct for an isolated atom that has lost half an electron. It cannot be placed on every atom of a solid. With \(\nu\) corrected atoms per unit volume, those within a distance \(R\) of a given point contribute approximately

\[
-\int_0^R\frac{\nu\,4\pi R'^2}{2R'}\,dR'=-\pi\nu R^2,
\]

which grows without limit. Physically, a solid in which every such atom lacked half an electron would be enormously charged, whereas the intended situation is one hole in a neutral solid.

LDA-1/2 therefore trims the potential. A usual choice is

\[
\Theta(r)=\left[1-\left(\frac rC\right)^8\right]^3\quad(r<C),\qquad\Theta(r)=0\quad(r\ge C),
\]

with \(\Theta W\) added in place of \(W\). At half the cutoff radius \(\Theta=(1-2^{-8})^3=0.988\), so the inner part is almost untouched. Near \(r=C\) the bracket is approximately \(8(1-r/C)\). Its cube joins zero with continuous first and second derivatives, so no artificial step enters the potential.

At fixed \(r\), \(\Theta\) does not decrease when \(C\) grows. Since \(W\) is negative, a larger cutoff lowers the potential or leaves it unchanged everywhere, and by Rayleigh-Ritz the lowest eigenvalue in the frozen potential cannot rise. The boron eigenvalues, in eV, show this order and also the effect of the response:

| Cutoff | Frozen | Self-consistent |
|---|---:|---:|
| 1.5 Å | −7.07 | −5.39 |
| 2.5 Å | −8.01 | −6.90 |
| 4.0 Å | −8.18 | −7.34 |
| none | −8.19 | −7.39 |

Measured from the uncorrected \(-3.72\) eV, a cutoff of 1.5 Å gives a frozen shift of \(-3.36\) eV, but a self-consistent shift of \(-1.67\) eV, about half as large. At 4.0 Å the ratio is \(3.63/4.46=0.81\). Shortening the cutoff from 4.0 to 1.5 Å raises the frozen eigenvalue by 1.1 eV, through the missing tail alone, and the self-consistent one by 2.0 eV. The response therefore adds to the loss caused by the missing tail. This fits the constant-potential limit: a well that ends inside the electron cloud is far from constant across it. That link is an interpretation, since the response was not separated into parts.

### Why a solid needs a localized hole

One might try to apply half-occupation directly to the crystal, by taking half an electron from the state at the valence edge. For an extended state this achieves nothing, as the rigid-orbital slope shows. Model the density of the state by a Gaussian of size \(s\),

\[
\rho(r)=\frac{e^{-r^2/s^2}}{(\pi s^2)^{3/2}} .
\]

Each Cartesian coordinate has variance \(s^2/2\). The separation \(\mathbf R\) of two independent points then has variance \(s^2\) per coordinate, and its distribution is \((2\pi s^2)^{-3/2}e^{-R^2/2s^2}\). The self-repulsion is the average of \(1/R\):

\[
J=\frac{4\pi}{(2\pi s^2)^{3/2}}\int_0^\infty R\,e^{-R^2/2s^2}\,dR=\frac{4\pi s^2}{(2\pi s^2)^{3/2}}=\sqrt{\frac2\pi}\,\frac1s .
\]

For sizes of 0.529, 1.058 and 2.117 Å the numerical values are 21.71, 10.86 and 5.43 eV. Each doubling of the size halves the energy, and the formula is tested at these three points.

The exchange-correlation part of the rigid slope contains \(\int\rho^2d^3r=(2\pi s^2)^{-3/2}\). If the background density of the solid keeps \(dv_{xc}/dn\) finite, this part falls as \(1/s^3\). Both parts vanish as the state spreads over the whole crystal. Within this estimate \(\varepsilon(\frac12)=\varepsilon(1)\), the energy is a straight line in \(f\), and the rule merely returns the uncorrected eigenvalue.

The agreement of the two LDA quantities does not make the LDA band edge right. It means that half-occupation of an extended state contains no correction to extract. LDA-1/2 takes a different course. It assumes that the hole should be treated as if localized on an atom, takes \(W\) from the free atom, and places the trimmed potential on every equivalent atom so that the periodicity is kept. These are physical assumptions added to Slater's rule, and Janak's theorem does not supply them.

### What happens to the gap

The fundamental gap is the removal energy minus the energy gained on adding an electron. Applying half-occupation to both processes would give

\[
E_g\approx\varepsilon_c(\text{half an electron added})-\varepsilon_v(\text{half an electron removed}),
\]

where \(c\) and \(v\) label the conduction and valence edges. In its common form LDA-1/2 corrects the hole and leaves the added electron alone. The argument is that the conduction state is extended and so has little self-repulsion. This is reasonable for a broad band, and doubtful for an electron trapped in a narrow one.

Let \(U(\mathbf r)\) be the sum of the trimmed potentials \(\Theta W\) over the corrected atoms. To first order, with the density frozen, each edge moves by the expectation value of \(U\), and the gap changes by

\[
\Delta E_g=\langle c|U|c\rangle-\langle v|U|v\rangle .
\]

Suppose that \(U\) averages to \(-A\) over the part of a state lying on the corrected atoms and is negligible elsewhere. If the valence and conduction edges have fractions \(p_v\) and \(p_c\) of their weight there, then

\[
\Delta E_g=-Ap_c+Ap_v=A(p_v-p_c).
\]

In this frozen-density estimate the gap opens when the valence edge has more weight on the corrected atoms. This is the favourable situation in an oxide whose valence edge is mainly oxygen 2p and whose conduction edge is mainly metal s. If \(p_v=p_c\), both edges fall equally and the gap does not change. If the corrected atoms carry more of the conduction edge, the gap narrows. The self-consistent response can change the size of these shifts and, when they are small, their sign.

The cutoff enters through \(U\). At \(C=0\) there is no correction. With the density frozen, any weight of the conduction edge inside the cutoff spheres lowers that edge, even when \(C\) is small. As \(C\) grows, the potentials also reach neighbouring atoms and can lower it more strongly. In a self-consistent calculation the response of the electrons shifts the edge as well, so the sign of its total shift does not follow from this argument. The usual prescription takes the value of \(C\) at which the gap is extremal, normally a maximum. There \(dE_g/dC=0\), so a small error in \(C\) changes the gap only in second order. That is a practical advantage, but nothing derived here says that the extremal gap is the correct one. The atom cannot settle the matter either: its frozen eigenvalue moves steadily towards the untrimmed value and selects no finite cutoff.

### Conditions of use

The corrected calculation minimizes \(E[n]+\int Un\,d^3r\), not \(E[n]\). Let \(n_0\) be the density that minimizes \(E\) at the same occupations, and \(n_U\) the corrected one. By the definition of a minimum \(E[n_U]\ge E[n_0]\), so the added potential cannot improve the LDA total energy by the measure of the LDA functional itself. Atomic positions and formation energies should be found without \(U\), and the correction then used for the electronic levels.

In an amorphous oxide the atoms of one element have different surroundings. Giving each oxygen atom the same \(W\) and the same \(C\) assumes that the local hole depends little on coordination and bond length. A state localized near the band edge can also have a different oxygen fraction \(p\) from the extended states, and by the weight formula it then shifts by a different amount. Its calculated depth in the gap therefore depends on the correction, and this sensitivity can be examined by varying \(C\).

The numerical output that follows belongs to the free boron atom and the Gaussian charges. It checks the half-occupation rule and the construction of \(W\). The accuracy of a corrected oxide gap has to be judged by a calculation on that oxide, compared with a method that treats electron removal and addition in the solid itself.

## Numbers as computed

```
Boron 1s2 2s2 2p^f, spherical spin-restricted LDA
Grid: 70 points, box radius 15.8753 angstrom
Largest virial residual: 1.8e-07 eV
2p eigenvalue at f=0.0: -13.4578 eV
2p eigenvalue at f=0.1: -12.3475 eV
2p eigenvalue at f=0.2: -11.2649 eV
2p eigenvalue at f=0.3: -10.2110 eV
2p eigenvalue at f=0.4: -9.1865 eV
2p eigenvalue at f=0.5: -8.1924 eV
2p eigenvalue at f=0.6: -7.2296 eV
2p eigenvalue at f=0.7: -6.2994 eV
2p eigenvalue at f=0.8: -5.4028 eV
2p eigenvalue at f=0.9: -4.5415 eV
2p eigenvalue at f=1.0: -3.7171 eV
Total energy E(0): -654.0887 eV
Total energy E(1): -662.4123 eV
Removal energy E(0)-E(1): 8.3236 eV
Removal energy E(0)-E(1): 0.305888 hartree
Minus integral of eigenvalue: 8.3236 eV
Half-occupation estimate: 8.1924 eV
Full-occupation estimate: 3.7171 eV
dE/df at f=0.5, finite difference: -8.19238 eV
Eigenvalue slope at f=0.5: 9.7861 eV
Slope from potential expectation: 9.7861 eV
Eigenvalue curvature at f=0.5: -3.1373 eV
E(1)-E(0)-eps(1/2): -0.13127 eV
Leading error curvature/24: -0.13072 eV
Midpoint error for 0.4 electron: -0.008370 eV
Leading prediction for 0.4 electron: -0.008366 eV
Eigenvalue shift eps(1/2)-eps(1): -4.4752 eV
Expectation of W, full-occupation orbital: -4.3499 eV
Expectation of W, half-occupation orbital: -4.5769 eV
r*W at r=10.119 angstrom: -7.1321 eV angstrom
Coulomb limit of r*W: -7.1998 eV angstrom
Cutoff 1.5 angstrom: frozen -7.0731 eV, self-consistent -5.3877 eV
Cutoff 2.5 angstrom: frozen -8.0122 eV, self-consistent -6.8990 eV
Cutoff 4.0 angstrom: frozen -8.1792 eV, self-consistent -7.3433 eV
Untrimmed W, self-consistent eigenvalue: -7.3929 eV
Gaussian size 0.5292 angstrom: self-repulsion 21.7115 eV
Gaussian size 1.0584 angstrom: self-repulsion 10.8558 eV
Gaussian size 2.1167 angstrom: self-repulsion 5.4279 eV
```
